# Bifurcation of a film-stressed circular wafer from spherical to nearly cylindrical bending: test program

```python
# RESULT UNDER TEST
# A circular wafer with a thin stressed film, described by von Karman strains
# and the trial deflection w = (kx x^2 + ky y^2)/2, bends to a sphere up to
#     kappa_c = 4 h / (R^2 sqrt(1 + nu)),
# reached at film force f_c = 4 D kappa_c / h.  Above it the stable shape has
#     kx + ky = M/D   and   kx ky = kappa_c^2.
# SYMBOLS (SI units)
#   E, nu : Young modulus and Poisson ratio of the wafer
#   h, R  : wafer thickness and radius;  D = E h^3 / (12 (1 - nu^2))
#   f     : film force per length (film stress times film thickness)
#   M     : f h / 2, the bending moment per length due to the film
import numpy as np
from numpy.polynomial import polynomial as P
from scipy.linalg import eigh
from scipy.optimize import brentq, minimize
from scipy.signal import convolve2d


def disc_quadrature(n_radial, n_angle):
    """Points and weights on the unit disc; the weights sum to pi."""
    t, wt = np.polynomial.legendre.leggauss(n_radial)
    radius = np.sqrt((t + 1) / 2)
    angle = 2 * np.pi * (np.arange(n_angle) + 0.5) / n_angle
    x = np.outer(radius, np.cos(angle)).ravel()
    y = np.outer(radius, np.sin(angle)).ravel()
    weight = np.repeat(wt / 4 * 2 * np.pi / n_angle, n_angle)
    return x, y, weight


def plane_stress(E, nu):
    return E / (1 - nu**2) * np.array(
        [[1, nu, 0], [nu, 1, 0], [0, 0, (1 - nu) / 2]])


# ---------- energy from its definition, for uniform curvatures ----------
X, Y, WT = disc_quadrature(8, 20)
O = np.zeros_like(X)
I = np.ones_like(X)
# strains (xx, yy, engineering xy) of cubic in-plane displacements
INPLANE = np.array([
    [I, O, O], [3 * X**2, O, O], [Y**2, O, 2 * X * Y],
    [O, I, O], [O, 3 * Y**2, O], [O, X**2, 2 * X * Y]])


def layer_energy(kx, ky, E, nu, h, R, f):
    """Energy per area and mid-plane strain, in-plane motion relaxed."""
    C = plane_stress(E, nu)
    slope_x, slope_y = kx * R * X, ky * R * Y
    g = np.array([slope_x**2 / 2, slope_y**2 / 2, slope_x * slope_y])
    CB = np.einsum('ab,ibq->iaq', C, INPLANE)
    stiffness = h * np.einsum('iaq,jaq,q->ij', CB, INPLANE, WT)
    force = h * np.einsum('iaq,aq,q->i', CB, g, WT)
    force += f * np.einsum('iq,q->i', INPLANE[:, 0] + INPLANE[:, 1], WT)
    amplitude = np.linalg.solve(stiffness, -force)
    middle = g + np.einsum('i,iaq->aq', amplitude, INPLANE)
    curvature = np.array([kx, ky, 0.0])[:, None]
    energy = 0.0
    for t, wz in zip(*np.polynomial.legendre.leggauss(3)):
        strain = middle - t * h / 2 * curvature
        density = np.einsum('aq,ab,bq->q', strain, C, strain) / 2
        energy += wz * h / 2 * np.sum(WT * density)
    top = middle - h / 2 * curvature
    energy += f * np.sum(WT * (top[0] + top[1]))
    return energy / np.pi, middle


# ---------- closed formulas ----------
def rigidity(E, nu, h):
    return E * h**3 / (12 * (1 - nu**2))


def critical_curvature(nu, h, R):
    return 4 * h / (R**2 * np.sqrt(1 + nu))


def reduced_energy(kx, ky, E, nu, h, R, f):
    D, H, K = rigidity(E, nu, h), kx + ky, kx * ky
    c = E * h * R**4 / 384
    return D * H**2 / 2 - D * (1 - nu) * K + c * K**2 - f * h / 2 * H


def predicted_shape(E, nu, h, R, f):
    D, kc, M = rigidity(E, nu, h), critical_curvature(nu, h, R), f * h / 2
    if M <= 2 * D * kc:
        c = E * h * R**4 / 384
        k = brentq(lambda q: D * (1 + nu) * q + 2 * c * q**3 - M,
                   0, M / (D * (1 + nu)), xtol=1e-15)
        return k, k
    total = M / D
    split = np.sqrt(total**2 - 4 * kc**2)
    return (total + split) / 2, (total - split) / 2


# ---------- worked example: round model parameters ----------
E, nu, h, R, hf = 150e9, 0.25, 0.2e-3, 0.100, 1e-6
D = rigidity(E, nu, h)
kc = critical_curvature(nu, h, R)
fc = 4 * D * kc / h

# Test 1: reduced energy, up to a constant independent of the curvatures
f_test = 200.0
flat = layer_energy(0, 0, E, nu, h, R, f_test)[0]
energy_error = 0.0
for a, b in [(0.5, 0.5), (1.7, 0.4), (2.0, -0.6), (3.0, 0.0), (1.2, 1.9)]:
    direct = layer_energy(a * kc, b * kc, E, nu, h, R, f_test)[0] - flat
    formula = reduced_energy(a * kc, b * kc, E, nu, h, R, f_test)
    energy_error = max(energy_error, abs(direct - formula) / (D * kc**2))
assert energy_error < 1e-9

# Test 2: membrane forces of wafer plus film against the Airy solution
kx, ky = 1.7 * kc, 0.4 * kc
middle = layer_energy(kx, ky, E, nu, h, R, f_test)[1]
N = h * plane_stress(E, nu) @ middle + f_test * np.array([[1], [1], [0]])
scale = E * h * kx * ky * R**2 / 16
airy = scale * np.array([1 - X**2 - 3 * Y**2, 1 - 3 * X**2 - Y**2, 2 * X * Y])
stress_error = np.max(np.abs(N - airy)) / scale
assert stress_error < 1e-8

# Test 3: loss of stability of the sphere, for several h, R and nu
threshold_error = 0.0
for nu_i, h_i, R_i in [(0.25, 2e-4, 0.1), (0.25, 4e-4, 0.1),
                       (0.25, 2e-4, 0.05), (0.0, 2e-4, 0.1), (0.45, 3e-4, 0.15)]:
    def saddle_cost(k):
        d = 0.01 * k
        return (layer_energy(k + d, k - d, E, nu_i, h_i, R_i, 0)[0]
                - layer_energy(k, k, E, nu_i, h_i, R_i, 0)[0]) / k**2
    guess = h_i / R_i**2
    found = brentq(saddle_cost, guess, 10 * guess, xtol=1e-10)
    ratio = found / critical_curvature(nu_i, h_i, R_i)
    threshold_error = max(threshold_error, abs(ratio - 1))
assert threshold_error < 1e-4   # finite perturbation shifts it by 2.5e-5


# Test 4: minimum of the directly integrated energy on both sides of f_c
def minimized_shape(f):
    zero = layer_energy(0, 0, E, nu, h, R, f)[0]
    res = minimize(
        lambda q: (layer_energy(q[0] * kc, q[1] * kc, E, nu, h, R, f)[0]
                   - zero) / (D * kc**2),
        [1.3, 0.6], method='Nelder-Mead',
        options=dict(xatol=1e-8, fatol=1e-13, maxiter=1000))
    return np.sort(res.x)[::-1] * kc


shape_error = 0.0
for f in [0.5 * fc, 0.95 * fc, 1.05 * fc, 100.0, 300.0]:
    difference = minimized_shape(f) - np.array(predicted_shape(E, nu, h, R, f))
    shape_error = max(shape_error, np.max(np.abs(difference)) / kc)
assert shape_error < 1e-4


# ---------- richer Ritz basis: curvature may vary over the wafer ----------
# Scaled units: lengths in R, deflection in h, curvature in h/R^2,
# moment in E h^4/R^2.
def richer_threshold(n, nu):
    """n axisymmetric and n two-lobed deflection modes.
    Returns critical moment, area-mean curvature and centre curvature."""
    x, y, wt = disc_quadrature(20, 44)
    r2 = np.array([[0., 0, 1], [0, 0, 0], [1, 0, 0]])
    lobed = np.array([[0., 0, -1], [0, 0, 0], [1, 0, 0]])
    powers = [np.array([[1.0]])]
    for _ in range(n):
        powers.append(convolve2d(powers[-1], r2))
    modes = powers[1:] + [convolve2d(p, lobed) for p in powers[:n]]

    def derivative(c, mx, my):
        return P.polyval2d(x, y, P.polyder(P.polyder(c, mx, axis=0), my, axis=1))

    wx, wy, wxx, wyy, wxy = [np.array([derivative(c, *m) for c in modes])
                             for m in [(1, 0), (0, 1), (2, 0), (0, 2), (1, 1)]]
    C = plane_stress(1.0, nu)
    bend = np.stack([wxx, wyy, 2 * wxy], axis=1)
    A = np.einsum('iaq,ab,jbq,q->ij', bend, C, bend, wt) / 12
    load = (wxx + wyy) @ wt
    root = np.linalg.cholesky(C).T

    def weighted(strain):
        return ((root @ strain) * np.sqrt(wt)).ravel()

    columns, zero = [], np.zeros_like(x)
    for a in range(1, 4 * n, 2):
        for b in range(0, 4 * n - a, 2):
            ux = a * x**(a - 1) * y**b
            uy = b * x**a * y**max(b - 1, 0)
            vy = a * y**(a - 1) * x**b
            vx = b * y**a * x**max(b - 1, 0)
            columns.append(weighted(np.array([ux, zero, uy])))
            columns.append(weighted(np.array([zero, vy, vx])))
    B = np.array(columns).T
    Q = np.linalg.qr(B / np.linalg.norm(B, axis=0))[0]
    m = 2 * n
    G = np.zeros((m, m, B.shape[0]))
    for i in range(m):
        for j in range(m):
            e = weighted(np.array([wx[i] * wx[j] / 2, wy[i] * wy[j] / 2,
                                   (wx[i] * wy[j] + wx[j] * wy[i]) / 2]))
            e = e - Q @ (Q.T @ e)
            G[i, j] = e - Q @ (Q.T @ e)
    T = np.tensordot(G, G, axes=(2, 2))

    def hessian(q):
        return (A + 2 * np.einsum('imkl,k,l->im', T, q, q)
                + 4 * np.einsum('ijml,j,l->im', T, q, q))

    def axisymmetric(moment, start):
        q = start.copy()
        for _ in range(60):
            grad = A @ q + 2 * np.einsum('ijkl,j,k,l->i', T, q, q, q)
            grad -= moment * load
            step = np.linalg.solve(hessian(q)[:n, :n], grad[:n])
            q[:n] -= step
            if np.max(np.abs(step)) < 1e-11:
                return q
        raise RuntimeError("axisymmetric equilibrium not found")

    def lowest(q):
        return eigh(hessian(q)[n:, n:], A[n:, n:], eigvals_only=True)[0]

    unit = 2 / (12 * (1 - nu**2)) * 4 / np.sqrt(1 + nu)
    q, s = np.zeros(m), 0.0
    while s < 4.0:
        nxt = axisymmetric((s + 0.05) * unit, q)
        if lowest(nxt) < 0:
            start = q
            sc = brentq(lambda t: lowest(axisymmetric(t * unit, start)),
                        s, s + 0.05, xtol=1e-10)
            q = axisymmetric(sc * unit, start)
            return sc * unit, q @ load / (2 * np.pi), 2 * q[0]
        q, s = nxt, s + 0.05
    raise RuntimeError("no bifurcation found in the scanned range")


richer = [richer_threshold(n, nu) for n in (1, 2, 3, 4)]
kc_scaled = kc * R**2 / h
mc_scaled = (fc * h / 2) * R**2 / (E * h**4)
# Test 5: one term per symmetry returns the closed formulas
assert abs(richer[0][0] / mc_scaled - 1) < 1e-7
assert abs(richer[0][1] / kc_scaled - 1) < 1e-7
# Test 6: the richer basis has converged
assert abs(richer[3][0] / richer[2][0] - 1) < 0.01
assert abs(richer[3][1] / richer[2][1] - 1) < 0.01

# ---------- printed numbers ----------
print(f"Young modulus E = {E/1e9:.0f} GPa, Poisson ratio = {nu:.2f}")
print(f"wafer thickness = {h*1e3:.2f} mm, radius = {R*1e3:.0f} mm")
print(f"film thickness = {hf*1e6:.1f} um")
print(f"bending rigidity D = {D:.5f} N m")
print(f"membrane coefficient c = {E*h*R**4/384:.4f} N m^3")
print(f"critical curvature = {kc:.5f} 1/m")
print(f"critical radius of curvature = {1/kc:.3f} m")
print(f"critical curvature in h/R^2 = {kc_scaled:.4f}")
print(f"critical film force = {fc:.2f} N/m")
print(f"critical film stress = {fc/hf/1e6:.2f} MPa")
print(f"critical edge deflection = {kc*R**2/2*1e3:.4f} mm")
print(f"critical edge deflection / thickness = {kc*R**2/2/h:.4f}")
hoop = -E * kc**2 * R**2 / 8
print(f"critical edge hoop membrane stress = {hoop/1e6:.4f} MPa")
for stress in (100e6, 300e6):
    f = stress * hf
    k1, k2 = predicted_shape(E, nu, h, R, f)
    stoney = f * h / 2 / (D * (1 + nu))
    tag = f"film {stress/1e6:.0f} MPa:"
    print(f"{tag} force / critical force = {f/fc:.4f}")
    print(f"{tag} Stoney curvature = {stoney:.5f} 1/m")
    print(f"{tag} kx = {k1:.5f} 1/m, ky = {k2:.5f} 1/m")
    print(f"{tag} kx/ky = {k1/k2:.3f}, largest slope = {k1*R:.5f}")
    print(f"{tag} mean curvature / Stoney = {(k1+k2)/2/stoney:.4f}")
    print(f"{tag} Stoney stress from kx = {stress*k1/stoney/1e6:.1f} MPa")
    print(f"{tag} Stoney stress from ky = {stress*k2/stoney/1e6:.1f} MPa")
print("richer basis, thresholds relative to the closed formulas:")
for n, (mom, mean, centre) in zip((1, 2, 3, 4), richer):
    print(f"n={n}: force {mom/mc_scaled:.4f}, mean curvature "
          f"{mean/kc_scaled:.4f}, centre curvature {centre/kc_scaled:.4f}")
print(f"n=4: mean curvature in h/R^2 = {richer[3][1]:.4f}")
print(f"n=4: critical film force = {fc*richer[3][0]/mc_scaled:.2f} N/m")
print(f"reduced energy, largest error / (D kc^2) = {energy_error:.1e}")
print(f"membrane force, largest relative error = {stress_error:.1e}")
print(f"threshold, largest relative error = {threshold_error:.1e}")
print(f"minimized shapes, largest error / kc = {shape_error:.1e}")
print("ALL CHECKS PASSED")
```

It prints:

```
Young modulus E = 150 GPa, Poisson ratio = 0.25
wafer thickness = 0.20 mm, radius = 100 mm
film thickness = 1.0 um
bending rigidity D = 0.10667 N m
membrane coefficient c = 7.8125 N m^3
critical curvature = 0.07155 1/m
critical radius of curvature = 13.975 m
critical curvature in h/R^2 = 3.5777
critical film force = 152.65 N/m
critical film stress = 152.65 MPa
critical edge deflection = 0.3578 mm
critical edge deflection / thickness = 1.7889
critical edge hoop membrane stress = -0.9600 MPa
film 100 MPa: force / critical force = 0.6551
film 100 MPa: Stoney curvature = 0.07500 1/m
film 100 MPa: kx = 0.05524 1/m, ky = 0.05524 1/m
film 100 MPa: kx/ky = 1.000, largest slope = 0.00552
film 100 MPa: mean curvature / Stoney = 0.7366
film 100 MPa: Stoney stress from kx = 73.7 MPa
film 100 MPa: Stoney stress from ky = 73.7 MPa
film 300 MPa: force / critical force = 1.9653
film 300 MPa: Stoney curvature = 0.22500 1/m
film 300 MPa: kx = 0.26168 1/m, ky = 0.01957 1/m
film 300 MPa: kx/ky = 13.375, largest slope = 0.02617
film 300 MPa: mean curvature / Stoney = 0.6250
film 300 MPa: Stoney stress from kx = 348.9 MPa
film 300 MPa: Stoney stress from ky = 26.1 MPa
richer basis, thresholds relative to the closed formulas:
n=1: force 1.0000, mean curvature 1.0000, centre curvature 1.0000
n=2: force 1.0282, mean curvature 1.1485, centre curvature 0.7183
n=3: force 1.0350, mean curvature 1.1557, centre curvature 0.6421
n=4: force 1.0345, mean curvature 1.1555, centre curvature 0.6671
n=4: mean curvature in h/R^2 = 4.1339
n=4: critical film force = 157.91 N/m
reduced energy, largest error / (D kc^2) = 4.0e-15
membrane force, largest relative error = 3.8e-14
threshold, largest relative error = 2.5e-05
minimized shapes, largest error / kc = 5.2e-08
ALL CHECKS PASSED
```
